Lateral energy levels of a thin hard-wall paraboloidal quantum dot

**1. Situation and model**

A flat, lens-shaped semiconductor dot confines an electron much more tightly along the growth direction than in the plane. Its base is flat and its top is curved, and there is no spring in the plane. Yet the lowest lateral levels are nearly those of a two-dimensional harmonic oscillator. The restoring force comes from the vertical confinement energy, which rises where the dot is thinner.

Let the particle have a constant isotropic mass m and move freely in

0 < z < H(r), H(r) = h(1 − r²/R²), r < R.

Here r is the distance from the axis, h the central height and R the base radius. The wave function ψ vanishes on the whole surface. Energies are counted from the band edge inside the dot, and spin is left out. The small parameter is

ε = h/R.

The result, for ε → 0 at fixed lateral quantum numbers and for the lowest vertical state, is

E(N,l) = E₀ + (N+1)ħω + (3ħ²/(8mR²))[3(N+1)² + 1 − l²] + O(ħ²h/(mR³)),

E₀ = π²ħ²/(2mh²), ħω = √2 πħ²/(mhR).

The angular momentum is lħ, and N = 2n_r + |l| with n_r = 0, 1, 2, ... The spacing ħω is the leading term; the next term makes the spacings slightly unequal.

**2. Separation of the vertical motion**

At fixed r the vertical problem is a hard-wall well of width H(r). Its normalized states and energies are

χ_k(z;r) = √(2/H) sin(kπz/H), E_k(r) = k²π²ħ²/(2mH²), k = 1, 2, ...

Write ψ = Σ_k F_k(r,φ)χ_k(z;r). The lateral Laplacian acts on both factors:

∇²(F_kχ_k) = χ_k∇²F_k + 2(∂_rχ_k)(∂_rF_k) + F_k∇²χ_k.

Multiplying the Schrödinger equation by χ_j and integrating over z gives

−(ħ²/2m)[∇²F_j + Σ_k(2A_jk ∂_rF_k + B_jk F_k)] + E_j(r)F_j = E F_j,

A_jk = ∫χ_j ∂_rχ_k dz, B_jk = ∫χ_j ∇²χ_k dz.

The adiabatic approximation drops A and B and keeps j = 1. The lateral motion then takes place in the potential

U(r) = E₀/(1 − r²/R²)².

Section 5 shows that the dropped terms are smaller than the first anharmonic correction.

**3. The harmonic levels**

With x = r²/R², the series 1/(1−x)² = 1 + 2x + 3x² + 4x³ + ... gives

U(r) = E₀ + 2E₀r²/R² + 3E₀r⁴/R⁴ + 4E₀r⁶/R⁶ + ...

Setting the quadratic term equal to mω²r²/2 gives

ω² = 4E₀/(mR²) = 2π²ħ²/(m²h²R²).

The positive root is

ħω = √2 πħ²/(mhR).

The oscillator separates into x and y motions with energies (n_x+½)ħω and (n_y+½)ħω. Their sum is (N+1)ħω, with N = n_x + n_y. Each shell contains N+1 orbitals, which may instead be labelled by l = −N, −N+2, ..., N.

The expansion must hold over the extent of the orbital. The oscillator length a follows from

a² = ħ/(mω) = hR/(√2π), so a²/R² = ε/(√2π).

The virial theorem makes the mean kinetic and potential energies equal, so ⟨r²⟩ = (N+1)a². The mean of r²/R² is therefore of order (N+1)ε, and the harmonic picture requires

(N+1)ε ≪ 1.

High shells leave this regime even in a flat dot, and they do so well before they reach the rim. At ε = 0.1 the harmonic level with N = |l| = 9 is already too low by about 1.8ħω, although its classical turning point lies inside 0.55R, where the thickness is still above 0.7h.

At fixed R, halving h doubles ħω but multiplies E₀ by four. The ratio ħω/E₀ = 2√2 ε/π tends to zero for a thin dot, which is the separation of energy scales behind the adiabatic step.

**4. The first anharmonic correction**

The quartic term requires ⟨r⁴⟩. Put ρ = r/a, e = N+1 and g = √ρ times the radial function, with ∫g²dρ = 1. The radial equation is

g″ = Wg, W = c/ρ² + ρ² − 2e, c = l² − ¼.

For a smooth function f(ρ) with vanishing boundary terms, integrating the derivative of f(g′)² gives

∫f′(g′)²dρ = ∫(fW)′g²dρ.

Integrating the derivative of f′gg′, and then integrating f″gg′ by parts, gives

∫f′(g′)²dρ = ½∫f‴g²dρ − ∫f′Wg²dρ.

Equating the right-hand sides yields

½⟨f‴⟩ − 2⟨f′W⟩ − ⟨fW′⟩ = 0.

Choose f = ρ³, for which the boundary terms vanish even at l = 0. Then

f‴ = 6, f′W = 3(c + ρ⁴ − 2eρ²), fW′ = −2c + 2ρ⁴.

Substitution gives

3 − 6c − 6⟨ρ⁴⟩ + 12e⟨ρ²⟩ + 2c − 2⟨ρ⁴⟩ = 0.

With ⟨ρ²⟩ = e and 4c = 4l² − 1, this becomes

⟨ρ⁴⟩ = ½[3(N+1)² + 1 − l²].

The perturbation is rotationally symmetric, so it does not mix different l. Within one shell each l occurs once, and the perturbation is already diagonal. Since a⁴ = h²R²/(2π²), the first-order shift is

3E₀a⁴⟨ρ⁴⟩/R⁴ = 3 · [π²ħ²/(2mh²)] · [h²/(2π²R²)] · ⟨ρ⁴⟩
= (3ħ²/(8mR²))[3(N+1)² + 1 − l²].

The height has cancelled. In units of ħ²/(mR²), the shift is 3/2 for N = 0 and 9/2 for N = 1. For N = 2 it is 9 at |l| = 2 and 21/2 at l = 0. The first gap is therefore

E(1,1) − E(0,0) = ħω + 3ħ²/(mR²) = ħω[1 + 3ε/(√2π)],

and the N = 2 shell splits by 3ħ²/(2mR²), with |l| = 2 lower.

The sextic term contributes at order E₀a⁶/R⁶, which is ħ²h/(mR³). The quartic term in second order gives the square of ħ²/(mR²) divided by ħω, which is the same order. These are the leading omitted terms in the lateral potential problem.

**5. Size of the adiabatic error**

Differentiating the normalization of χ₁ gives A₁₁ = 0, because χ₁ vanishes at both walls. Differentiating A₁₁ = 0 once more then gives

B₁₁ = −∫(∂_rχ₁)²dz.

The omitted diagonal energy is thus positive:

D(r) = (ħ²/2m)∫(∂_rχ₁)²dz.

With θ = πz/H,

∂χ₁/∂H = −√(2/H)(1/H)(½ sin θ + θ cos θ).

Squaring and using dz = H dθ/π,

∫(∂χ₁/∂H)²dz = [2/(πH²)]∫₀^π(¼sin²θ + θ sin θ cos θ + θ²cos²θ)dθ.

The three integrals are π/8, −π/4 and π³/6 + π/4. Their sum is π³/6 + π/8, so

D(r) = (ħ²/2m)(H′/H)²(π²/3 + ¼).

Near the centre H′/H = −2r/R². With ⟨r²⟩ = (N+1)hR/(√2π), the leading mean is

⟨D⟩ = [ħ²/(mR²)] · 2(π²/3 + ¼)(N+1)ε/(√2π).

This is smaller than the quartic shift by one power of ε.

For k ≠ 1 the coupling integral is

∫χ_k ∂χ₁/∂H dz = (−1)^(k+1) 2k/[(k²−1)H].

Multiplication by H′ gives A_k1 of order r/R². Since r is of order a and ∂_r of order 1/a, the coupling energy is of order ħ²/(mR²); the B terms are no larger. Its square divided by a vertical gap of order ħ²/(mh²) gives a level shift of order ħ²h²/(mR⁴), which is smaller again.

These orders can be compared with a variational solution of the full three-dimensional problem. The trial functions are products of r^|l|(1−r²/R²), polynomials in r², and sin(kπz/H), with all their r-dependence kept in the kinetic energy. Solutions at ε = 0.03, 0.06 and 0.12 were extrapolated to ε = 0, removing linear and quadratic remainders. After subtraction of E₀ and (N+1)ħω, the shifts are 1.500, 4.500, 9.000 and 10.500 in units of ħ²/(mR²), in the order listed in Section 4. The difference between the full and adiabatic levels, divided by ⟨D⟩, extrapolates to 1.000 for each of these states.

**6. A second shape: the thin spherical cap**

A spherical cap of height h and base radius b has sphere radius s = (b²+h²)/(2h). Near its top,

H = h − r²/(2s) − r⁴/(8s³) − ...

Matching the quadratic term to hr²/R² gives R² = 2hs = b² + h². Replacing R by b therefore changes ħω by a relative amount of order ε², an energy of order ħ²h/(mb³). The extra r⁴ term in H/h is h²r⁴/R⁶, smaller than r⁴/R⁴ by ε². Hence the formula of Section 1, with R = b, also holds for a thin cap to the stated order.

**7. Worked hard-wall example**

Take round parameters: m = 0.06 electron masses, h = 5 nm and R = 25 nm. Then ε = 0.20 and ħ²/m = 1.270 eV nm². The scales are

E₀ = π² × 1.270/(2 × 5²) eV = 250.7 meV,

ħω = √2π × 1.270/(5 × 25) eV = 45.1 meV, or 10.9 THz,

ħ²/(mR²) = 1.270/25² eV = 2.03 meV,

a = √[5 × 25/(√2π)] nm = 5.3 nm.

The levels in meV, from the harmonic formula, the formula with quartic shift, and the full variational solution, are:

N = 0, l = 0: 295.8, 298.9, 299.6
N = 1, |l| = 1: 341.0, 350.1, 351.6
N = 2, |l| = 2: 386.1, 404.4, 406.6
N = 2, l = 0: 386.1, 407.4, 409.8

The harmonic first gap is 13% below the full hard-wall gap of 52.0 meV. Adding 3ħ²/(mR²) gives 51.2 meV, which is 1.4% below it. The adiabatic equation, solved with its complete potential U(r), gives 51.3 meV. At this aspect ratio the quartic shift is thus worth including, while the adiabatic error in the first gap is below 1 meV.

**8. Replacing the hard wall by a finite barrier**

Let the barrier be V₀, with the same mass inside and outside. The vertical ground state in a well of width H has energy E₁ = ħ²k²/(2m) and decay constant κ = √[2m(V₀−E₁)]/ħ. With k₀ = √(2mV₀)/ħ, matching the even state at the walls gives

k = k₀ cos(kH/2), κ = k₀ sin(kH/2).

Differentiate the first relation and use the second:

dk = −(κ/2)(H dk + k dH),

dk/dH = −k/(H + 2/κ).

Since E₁ is proportional to k²,

dE₁/dH = −2E₁/(H + 2/κ).

Near the axis H − h = −hr²/R². The two minus signs combine to give

U_f(r) = E₁ + 2hE₁r²/[R²(h + 2/κ)] + ...

with E₁ and κ taken at H = h. Equating the quadratic term to mω_f²r²/2 yields

ħω_f = (2ħ/R)√{hE₁/[m(h + 2/κ)]}.

For V₀ → ∞, 1/κ → 0 and E₁ → E₀, which restores ħω.

For V₀ = 0.60 eV and the other parameters unchanged, the matching condition gives E₁ = 123.1 meV and 1/κ = 1.15 nm. Hence

ħω_f = (2/25)√[1.270 × 5 × 0.1231/(5 + 2 × 1.15)] eV = 26.2 meV.

A grid solution of the lateral equation with the full E₁(H(r)), and with V₀ beyond the rim, gives a first gap of 30.2 meV. This adiabatic value is 59% of the adiabatic hard-wall gap of 51.3 meV. The full three-dimensional finite-barrier problem has a first gap of 30.5 meV, so the adiabatic error in this gap is about 0.2 meV. Penetration lowers the vertical energy and weakens its dependence on thickness, so the lateral spring is softer.

**9. Other neglected effects**

Band nonparabolicity can be sized by a two-band relation. If ε_par is a parabolic hard-wall level and E_g the band gap,

E(1 + E/E_g) = ε_par,

E = (E_g/2)[√(1 + 4ε_par/E_g) − 1].

This assumes that the lateral and vertical wave numbers are unchanged, and it takes 0.06 electron masses as the band-edge mass. III-V materials with a gap near 0.80 eV have a lighter one, about 0.04, so the numbers below show the size of the effect and do not describe a particular material. For E_g = 0.80 eV, the full hard-wall first gap falls from 52.0 to 32.1 meV. The reduction is comparable to that from the barrier. The two must not simply be added: dE/dε_par = 1/(1 + 2E/E_g), so the lower energy in a finite well weakens the nonparabolic effect. Their combination has not been calculated here.

For two electrons in the lowest harmonic orbital, with zero vertical thickness, the separation s has density exp(−s²/(2a²))/(2πa²). Its mean inverse is

⟨1/s⟩ = (1/a²)∫₀^∞ exp(−s²/(2a²))ds = √(π/2)/a.

At relative permittivity 13 and a = 5.3 nm the repulsion is then 26 meV. Vertical extent increases the distance, so this is an upper bound for the same lateral orbital in a uniform dielectric. Averaging over the vertical hard-wall density for h = 5 nm lowers it only to about 23 meV. The one-electron levels are therefore not the addition energies of a charged dot.

At 300 K, kT = 25.9 meV. For one electron in equilibrium, the population of the two N = 1 orbitals relative to the N = 0 orbital is 2exp(−Δ/kT), where Δ is the first gap. This is 0.27 for the hard-wall gap and 0.62 for the finite-barrier gap. Resolved levels therefore do not guarantee that the electron is in the ground state at room temperature.

**10. Relation to real dots and use of the formula**

The example lies in the rough regime of flat, capped III-V dots grown by Stranski-Krastanov epitaxy, whose heights are a few nanometres and whose electron spacings are typically tens of meV. The radius is towards the wide end, and the mass is heavy for a narrow-gap band edge. If a mass has been fitted to include nonparabolicity, the correction of Section 9 would count that effect twice. The hard wall is a poor assumption here: at fixed mass and shape, the finite barrier lowers the adiabatic first gap from 51.3 to 30.2 meV. Strain, piezoelectric fields, alloying, a different mass in the barrier, the wetting layer and a noncircular base are also absent, and their effects have not been sized.

In an implementation, the quartic formula serves for hard walls when (N+1)ε is small. For a finite barrier, ħω_f supplies the starting estimate, and the radial equation with E₁(H(r)) supplies the anharmonic levels. The ratio (2/κ)/h is a useful warning: it is 0.46 in this example, so penetration cannot be treated as a small correction to h.
